# Where resolved shear peaks at the edge of a (001) silicon wafer

During rapid thermal annealing, the edge of a silicon wafer is often cooler than its centre. The cooler rim wants to be shorter than the interior allows, so it is stretched along its circumference. If the stress resolved on a slip system is large enough, dislocations move and the wafer is damaged. The problem is to find where along the edge this happens first, and at what temperature difference.

The wafer is a thin disc of radius \(R\) and thickness \(h\) with a (001) surface. The axes \(x,y,z\) lie along the cube axes, with \(z\) normal to the wafer. Silicon slips on {111} planes along <110> directions (octahedral slip). Slip is assumed to start when the resolved shear stress on any system reaches a critical value \(\tau_c\), the same for all systems. Tension is positive.

## (a) The stress at the edge

**Show that the edge carries uniaxial stress, and find the shear stress it produces on a slip system with unit plane normal \(\mathbf n\) and unit slip direction \(\mathbf b\).**

**Solution.** In a thin wafer with unloaded faces, the components \(\sigma_{zz},\sigma_{xz},\sigma_{yz}\) are negligible (plane stress). The rim is also unloaded, so \(\sigma_{rr}=\sigma_{r\theta}=0\) there. Only the hoop stress \(\sigma=\sigma_{\theta\theta}\) remains, and

\[
\sigma_{ij}=\sigma\,t_it_j,\qquad \mathbf t=(\cos\varphi,\sin\varphi,0),
\]

where \(\mathbf t\) is the tangent and \(\varphi\) its angle from the \(x\) axis. The tangent is perpendicular to the radius, so an edge point at azimuth \(\theta\) has \(\varphi=\theta+90^\circ\).

The force per area on the slip plane is \(\sigma_{ij}n_j=\sigma t_i(\mathbf t\cdot\mathbf n)\). Its component along \(\mathbf b\) is

\[
\tau=\sigma(\mathbf t\cdot\mathbf n)(\mathbf t\cdot\mathbf b).
\]

The Schmid factor is \(m=|(\mathbf t\cdot\mathbf n)(\mathbf t\cdot\mathbf b)|\). A hot edge, which is compressed, reverses the sign of \(\tau\) but leaves \(m\) unchanged.

## (b) The most stressed system at a given angle

**Find the largest Schmid factor \(M(\varphi)\) among the twelve slip systems.**

**Solution.** The four planes have normals \(\mathbf n=(1,p,q)/\sqrt3\) with \(p,q=\pm1\). Each contains three slip directions,

\[
\frac{(1,-p,0)}{\sqrt2},\qquad \frac{(1,0,-q)}{\sqrt2},\qquad \frac{(0,1,-pq)}{\sqrt2}.
\]

All three are perpendicular to \(\mathbf n\); for the last, \(p-pq^2=0\). Write \(c=\cos\varphi\) and \(s=\sin\varphi\). Then \(\mathbf t\cdot\mathbf n=(c+ps)/\sqrt3\), and the three Schmid factors are

\[
\frac{|c^2-s^2|}{\sqrt6},\qquad
\frac{|c(c+ps)|}{\sqrt6},\qquad
\frac{|s(c+ps)|}{\sqrt6}.
\]

The first belongs to a slip direction in the wafer plane and equals \(|\cos2\varphi|/\sqrt6\). For the other two, choosing \(p\) so that \(c\) and \(ps\) have the same sign gives the larger values \((c^2+|cs|)/\sqrt6\) and \((s^2+|cs|)/\sqrt6\). The greater of these contains

\[
\max(c^2,s^2)=\frac{1+|\cos2\varphi|}{2},\qquad |cs|=\frac{|\sin2\varphi|}{2}.
\]

The in-plane direction never exceeds it, because \(2|\cos2\varphi|\le1+|\cos2\varphi|+|\sin2\varphi|\). Therefore

\[
M(\varphi)=\frac{1+|\cos2\varphi|+|\sin2\varphi|}{2\sqrt6}.
\]

## (c) The extremes around the edge

**Where is \(M\) largest and smallest, and how many systems share the largest value there?**

**Solution.** Adding \(45^\circ\) to \(\varphi\) exchanges \(|\cos2\varphi|\) and \(|\sin2\varphi|\), so \(M\) repeats every \(45^\circ\). For \(0\le\varphi\le45^\circ\) both functions are non-negative, and

\[
M=\frac{1+\sqrt2\cos(2\varphi-45^\circ)}{2\sqrt6}.
\]

The cosine is greatest when its argument vanishes:

\[
\varphi=22.5^\circ,\qquad M_{\max}=\frac{1+\sqrt2}{2\sqrt6}=0.493.
\]

At both ends of the interval the cosine is \(1/\sqrt2\), which gives the minimum

\[
M_{\min}=\frac{1}{\sqrt6}=0.408.
\]

The minimum occurs for tension along <100> and along <110>. The ratio of the extremes is \((1+\sqrt2)/2=1.207\).

There are eight equivalent maxima around the rim. Since \(\theta\) and \(\varphi\) differ by \(90^\circ\), these edge points also lie \(22.5^\circ\) from a cube axis. On a wafer whose notch marks a <110> direction, the nearest ones are \(22.5^\circ\) to either side of the notch.

At \(\varphi=22.5^\circ\), \(c>s>0\), so the maximum requires the factor \(c(c+s)\), with \(p=1\) and either sign of \(q\): two systems. Along <110>, \(c=s\) makes the third factor equal to the second, and four systems tie. Along <100>, the in-plane and one inclined direction tie on each of the four planes, giving eight. The largest single-system stress therefore does not occur where most systems are equally loaded. The criterion used here counts only the former.

The maximum is flat. At a small angle \(\delta\) from it, in radians, \(\cos2\delta\simeq1-2\delta^2\), so

\[
M\simeq M_{\max}\left(1-\frac{2\sqrt2}{1+\sqrt2}\,\delta^2\right).
\]

A factor 1% below the maximum is reached only at \(\delta\approx5^\circ\), so a local weak spot of that size can move the first slip site by up to about \(5^\circ\). A variation spread smoothly around the rim moves it less.

## (d) Why the maximum is below one half

**Compare the result with the largest Schmid factor for tension in any direction.**

**Solution.** Because \(\mathbf n\) and \(\mathbf b\) are perpendicular unit vectors, \((\mathbf t\cdot\mathbf n)^2+(\mathbf t\cdot\mathbf b)^2\le1\). The product of the two projections is then at most \(1/2\), reached for \(\mathbf t=(\mathbf n+\mathbf b)/\sqrt2\).

Take one of the two best systems, \(\mathbf n=(1,1,1)/\sqrt3\) and \(\mathbf b=(1,0,-1)/\sqrt2\). The ideal axis has

\[
t_z=\frac1{\sqrt2}\left(\frac1{\sqrt3}-\frac1{\sqrt2}\right),
\]

which places it \(5.26^\circ\) out of the wafer plane. The hoop stress cannot point there.

The constrained optimum follows from the quadratic form \((\mathbf t\cdot\mathbf n)(\mathbf t\cdot\mathbf b)=\mathbf t^{\mathsf T}P\,\mathbf t\), with \(P=(\mathbf n\mathbf b^{\mathsf T}+\mathbf b\mathbf n^{\mathsf T})/2\). Its in-plane block is

\[
P_{xy}=\frac1{2\sqrt6}\begin{pmatrix}2&1\\1&0\end{pmatrix}.
\]

If \(\lambda\) is an eigenvalue of the integer matrix, \(\lambda^2-2\lambda-1=0\), so \(\lambda=1\pm\sqrt2\). The upper root gives \(M_{\max}\) again. Its eigenvector satisfies \((2-\lambda)t_x+t_y=0\), hence \(t_y/t_x=\sqrt2-1=\tan22.5^\circ\). The small tilt of the ideal axis explains why 0.493 is so close to 0.5.

## (e) The hoop stress of a cubic disc

**The temperature is \(T=T_0-\Delta T\,(r/R)^2\), uniform through the thickness. Find the edge stress, including the elastic anisotropy of silicon. Does it vary around the rim?**

**Solution.** Let \(u=T-T_0\), let \(\alpha\) be the thermal expansion coefficient, and let \(S_{11},S_{12},S_{66}\) be the elastic compliances in the cube axes. The plane-stress strains are

\[
\begin{aligned}
\varepsilon_x&=S_{11}\sigma_x+S_{12}\sigma_y+\alpha u,\\
\varepsilon_y&=S_{12}\sigma_x+S_{11}\sigma_y+\alpha u,\\
\gamma_{xy}&=S_{66}\sigma_{xy}.
\end{aligned}
\]

Equilibrium is satisfied by an Airy function \(\chi\), with \(\sigma_x=\chi_{yy}\), \(\sigma_y=\chi_{xx}\) and \(\sigma_{xy}=-\chi_{xy}\). The strains come from a continuous displacement if \(\varepsilon_{x,yy}+\varepsilon_{y,xx}=\gamma_{xy,xy}\). Substitution gives

\[
S_{11}(\chi_{xxxx}+\chi_{yyyy})+(2S_{12}+S_{66})\chi_{xxyy}
=-\alpha\nabla^2u=\frac{4\alpha\Delta T}{R^2}.
\]

The right side is constant, so a quartic function can work. Try \(\chi=k(R^2-r^2)^2\). Its quartic part is \(k(x^4+2x^2y^2+y^4)\), so \(\chi_{xxxx}=\chi_{yyyy}=24k\) and \(\chi_{xxyy}=8k\). Thus

\[
k(48S_{11}+16S_{12}+8S_{66})=\frac{4\alpha\Delta T}{R^2}.
\]

The stresses are

\[
\sigma_{rr}=\frac{\chi'}r=-4k(R^2-r^2),\qquad
\sigma_{\theta\theta}=\chi''=-4k(R^2-3r^2),
\]

with \(\sigma_{r\theta}=0\). The rim is free of load, as required, and its hoop stress is

\[
\sigma=8kR^2=\frac{4\alpha\Delta T}{6S_{11}+2S_{12}+S_{66}}
=\frac12\alpha E_{\rm eff}\Delta T,
\qquad
E_{\rm eff}=\frac8{6S_{11}+2S_{12}+S_{66}}.
\]

It does not vary around the rim, although Young's modulus does. To interpret \(E_{\rm eff}\), use

\[
\frac1{E(\varphi)}=S_{11}(c^4+s^4)+(2S_{12}+S_{66})c^2s^2.
\]

The angular means of \(c^4+s^4\) and \(c^2s^2\) are \(3/4\) and \(1/8\), so the mean of \(1/E\) is \(1/E_{\rm eff}\). For this parabolic profile, the angular pattern of resolved shear comes from \(M(\varphi)\) alone.

At the centre, the stress is an equal biaxial compression of magnitude \(\sigma/2\). Its Schmid factor is \(|n_xb_x+n_yb_y|=|n_zb_z|\le1/\sqrt6\), so the thermal shear there is less than half that at the worst edge points.

## (f) A 300 mm wafer near 1000 °C

**Let \(R=150\) mm, \(h=0.775\) mm and \(\Delta T=5\) K. Use the rough values \(\alpha=4.4\times10^{-6}\ \mathrm{K^{-1}}\), \(\tau_c=1\) MPa, and stiffnesses \(C_{11},C_{12},C_{44}=149.4,57.6,72.0\) GPa. Find the resolved shear and the temperature difference at which slip begins.**

**Solution.** The stiffnesses are rough; their extra digits only keep the arithmetic reproducible. Inverting the cubic stiffness matrix gives

\[
S_{11}=\frac{C_{11}+C_{12}}{(C_{11}-C_{12})(C_{11}+2C_{12})},\quad
S_{12}=\frac{-C_{12}}{(C_{11}-C_{12})(C_{11}+2C_{12})},\quad
S_{66}=\frac1{C_{44}}.
\]

These are \(8.522\), \(-2.371\) and \(13.889\ \mathrm{TPa^{-1}}\). Therefore

\[
E_{\rm eff}=\frac{8}{6(8.522)-2(2.371)+13.889}\ \mathrm{TPa}=132.7\ \mathrm{GPa}.
\]

For comparison, Young's modulus is 117 GPa along <100> and 153 GPa along <110>. The hoop stress is

\[
\sigma=\tfrac12(4.4\times10^{-6})(132.7\times10^3\ \mathrm{MPa})(5)=1.46\ \mathrm{MPa}.
\]

The largest resolved shear is \(0.493\times1.46=0.72\) MPa at the eight worst points, and \(0.408\times1.46=0.60\) MPa at the most favourable ones. Setting \(M\sigma=\tau_c\) gives

\[
\Delta T_c=\frac{2\tau_c}{M\alpha E_{\rm eff}}.
\]

The thresholds are 7.0 K at \(22.5^\circ\) and 8.4 K along <100> and <110>. Between them, the model predicts slip on only part of the rim. Neither threshold depends on wafer radius or thickness, because the thermal stress depends only on the shape of the profile and on \(\Delta T\).

## (g) What the simple model leaves out

**Estimate the effects of gravity, a steeper temperature drop, a temperature-dependent strength and buckling.**

**Solution.** First, let the wafer rest on a ring at its edge. Treat it as an isotropic plate with Poisson ratio \(\nu=0.184\) (minus \(E_{\rm eff}\) times the angular mean of the transverse in-plane strain per unit tension, from the compliances above), density \(\rho=2330\ \mathrm{kg\,m^{-3}}\), bending stiffness \(D\) and weight per area \(q=\rho gh\). Its downward deflection is \(w=qr^4/(64D)+Cr^2\) plus a constant. The bending moments, positive for tension on the lower face, are

\[
\begin{aligned}
M_r&=-D\left(w''+\nu\frac{w'}r\right)=-\frac{(3+\nu)qr^2}{16}-2(1+\nu)CD,\\
M_\theta&=-D\left(\frac{w'}r+\nu w''\right)=-\frac{(1+3\nu)qr^2}{16}-2(1+\nu)CD.
\end{aligned}
\]

The condition \(M_r(R)=0\) fixes \(C\), and subtraction gives \(M_\theta(R)=(1-\nu)qR^2/8\). The surface stress is \(6M_\theta/h^2\):

\[
\sigma_g=\frac{3(1-\nu)\rho gR^2}{4h}=0.41\ \mathrm{MPa}.
\]

This adds 28% to the thermal hoop stress on the lower face. The thresholds become \((\tau_c/M-\sigma_g)/(\alpha E_{\rm eff}/2)\), or 5.6 K and 7.0 K. This simple sum ignores that the central thermal compression deepens the sag. Including that in linear plate theory lowers the thresholds to about 5.1 K and 6.4 K; stretching of the sagged plate acts the other way, and the axisymmetric large-deflection equations that include it give about 5.35 K and 6.7 K. Elastic anisotropy makes the gravity stress vary around the rim. In linear plate theory this changes the lower threshold by less than 0.1 K, but it raises the upper one for tension along <100> and lowers it for tension along <110>, by about 0.2 K in each case, or up to 0.3 K when the deepened sag is included. The gravity hoop stress on the lower face runs from 0.36 MPa for tension along <100> to 0.47 MPa along <110>, which moves the first slip site to about \(25^\circ\) from the cube axis. The margin at \(\Delta T=5\) K is therefore small.

Second, the drop may be concentrated near the rim, as in \(u=-\Delta T(r/R)^p\). For an isotropic disc, the compatibility equation integrates to \(\nabla^2\chi=\alpha E(\bar u-u)\). The constant is the area mean \(\bar u\), because \(\chi'(R)=0\) makes the mean of \(\nabla^2\chi\) vanish. At the rim \(\nabla^2\chi=\sigma\), and \(\bar u=-2\Delta T/(p+2)\), so

\[
\sigma=\alpha E\Delta T\,\frac p{p+2}.
\]

Going from \(p=2\) to \(p=8\) raises the factor from 0.5 to 0.8. For the anisotropic disc with \(p=8\), minimizing the elastic energy over polynomial displacements gives a mean hoop stress of 2.34 MPa at the same \(\Delta T=5\) K. The stress now varies around the rim by 3.8% of its mean, from minimum to maximum. The largest shear is 1.15 MPa, above the assumed \(\tau_c\) even without gravity. It lies \(24.3^\circ\) from the cube axis, not \(22.5^\circ\): the hoop stress increases towards <110> there, and the flat maximum of \(M\) shifts easily.

Third, take \(\tau_c\propto\exp[U/(nk_BT)]\) at fixed strain rate, with rough values \(U=2.3\) eV and \(n=3\). A rim 5 K cooler is 2.8% stronger, a small correction. An anneal 50 K hotter lowers \(\tau_c\) by 23%, and the thermal thresholds by the same fraction if the elastic constants and expansion are held fixed.

Fourth, the central compression could buckle the disc. For an isotropic plate and an axisymmetric shape, equating bending energy to the work of the radial stress, and minimizing over polynomial slopes, gives buckling at \(\Delta T\approx19\) K. This lies above the slip thresholds found here. Other buckling shapes and the initial sag were not included.

The 1 MPa strength is only a rough scale. Oxygen precipitates, edge damage and scratches at supports can change it locally, and support contacts add their own stresses. Among the cases calculated here the change of temperature profile matters most, though its size depends on the power chosen: replacing the parabola by the eighth-power profile raises the peak shear from 0.72 to 1.15 MPa. A limit on centre-to-edge temperature difference is therefore meaningful only together with the radial profile, the support and the anneal temperature.
